**Alternating-spring chain: sound velocity and the error of clamping**

For springs K1, K2 with rest lengths d1, d2, masses m1, m2 and period a = d1 + d2, the sound velocity obeys v² = a²K1K2/((K1 + K2)(m1 + m2)). Forcing all atoms to follow uniform strain multiplies the modulus by 1 + (K1d1 − K2d2)²/(K1K2a²). For four parameter sets the program asserts these formulas against diagonalized Bloch matrices, a 200-cell ring in real space, a finite chain pulled at its ends, and waves forced to follow the local strain. It also asserts that the modulus released by internal displacement is set by the zone-centre optical mode, and that the error vanishes when K1d1 = K2d2. For rough hafnia-like inputs the output shows v = 5.98 km/s and clamping errors of 5.1 % in the modulus and 2.5 % in the velocity. Further lines size neglected effects: Hf–Hf springs, the macroscopic electric field, centred oxygens, spring softening and dispersion. The inputs are model parameters, so the output does not predict hafnia's elastic constants.

## Verification by program

```python
"""
Result under test: a chain with alternating springs K1, K2 has the sound velocity
    v^2 = a^2 K1 K2 / ((K1 + K2)(m1 + m2)),
and forcing all atoms to follow uniform strain multiplies the modulus by
    1 + (K1 d1 - K2 d2)^2 / (K1 K2 a^2).
Symbols: a period; d1, d2 = a - d1 spring rest lengths; m1, m2 masses;
A area per chain; q = k a phase per cell; w relative displacement inside the cell.
SI units internally.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import atomic_mass, elementary_charge, epsilon_0, c as light_speed


def bloch_matrix(n_sites, springs, q):
    """Force-constant matrix; spring (i, j, n, K) joins site i to site j, n cells on."""
    phi = np.zeros((n_sites, n_sites), dtype=complex)
    for i, j, n, K in springs:
        b = np.zeros(n_sites, dtype=complex)
        b[i] -= 1
        b[j] += np.exp(1j * q * n)
        phi += K * np.outer(b.conj(), b)
    return phi


def static_stiffness(positions, springs, a, dipole_stiffness=0.0):
    """Second strain derivative of the cell energy: (clamped, relaxed), in J."""
    n = len(positions)
    H = np.zeros((n + 1, n + 1))
    for i, j, cells, K in springs:
        g = np.zeros(n + 1)
        g[i] -= 1
        g[j] += 1
        g[n] = positions[j] + cells * a - positions[i]
        H += K * np.outer(g, g)
    H[:2, :2] += dipole_stiffness * np.array([[1, -1], [-1, 1]])
    # the cutoff removes the free translation of the whole chain
    inverse = np.linalg.pinv(H[:n, :n], rcond=1e-10)
    relaxed = H[n, n] - H[n, :n] @ inverse @ H[:n, n]
    return H[n, n], relaxed


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def velocity(K1, K2, m1, m2, a):
    return a * np.sqrt(K1 * K2 / ((K1 + K2) * (m1 + m2)))


def clamp_factor(K1, K2, d1, a):
    return 1 + (K1 * d1 - K2 * (a - d1))**2 / (K1 * K2 * a**2)


def dispersion_loss(K1, K2, m1, m2, q):
    mix = m1 * m2 * K1 * K2 / ((m1 + m2)**2 * (K1 + K2)**2)
    return q**2 / 24 * (1 - 12 * mix)


# ---------------- example inputs: rough values in the hafnia regime -------------
nm = 1e-9
a, d1, A = 0.25 * nm, 0.11 * nm, 0.13 * nm**2
d2 = a - d1
K1, K2 = 600.0, 300.0
m1, m2 = 178.49 * atomic_mass, 2 * 15.999 * atomic_mass
strain, thickness = 1e-3, 10 * nm

# ---------------- tests on the example and on three other chains ----------------
cases = [(K1, K2, m1, m2, d1),
         (100.0, 700.0, m2, m1, 0.08 * nm),
         (250.0, 250.0, m1, m1, 0.17 * nm),
         (900.0, 90.0, m2, m2, 0.125 * nm)]
for k1, k2, ma, mb, x1 in cases:
    x2, S, M = a - x1, k1 + k2, ma + mb
    masses = np.diag([ma, mb])
    springs = [(0, 1, 0, k1), (1, 0, 1, k2)]
    v = velocity(k1, k2, ma, mb, a)

    # full dispersion relation against diagonalization
    for q in (0.3, 1.1, 2.5, np.pi):
        w2 = eigh(bloch_matrix(2, springs, q), masses, eigvals_only=True)
        root = np.sqrt((S * M)**2 - 16 * ma * mb * k1 * k2 * np.sin(q / 2)**2 + 0j).real
        assert close(w2[0], (S * M - root) / (2 * ma * mb), 1e-6)
        assert close(w2[1], (S * M + root) / (2 * ma * mb), 1e-6)

    # lowest mode of a real-space ring, no Bloch theorem used
    cells = 200
    ring = np.zeros((2 * cells, 2 * cells))
    for s in range(2 * cells):
        t, K = (s + 1) % (2 * cells), (k1 if s % 2 == 0 else k2)
        ring[s, s] += K
        ring[t, t] += K
        ring[s, t] -= K
        ring[t, s] -= K
    root_m = np.sqrt(np.tile([ma, mb], cells))
    lowest = np.linalg.eigvalsh(ring / np.outer(root_m, root_m))[1]
    q = 2 * np.pi / cells
    ring_velocity = np.sqrt(lowest) * a / q
    assert close(ring_velocity, v * (1 - dispersion_loss(k1, k2, ma, mb, q)), 1e-7)

    # spring extensions in a long acoustic wave share one force
    q = 1e-3
    u = eigh(bloch_matrix(2, springs, q), masses)[1][:, 0]
    ratio = (u[1] - u[0]) / (u[0] * np.exp(1j * q) - u[1])
    assert abs(ratio / (k2 / k1) - 1) < 2e-3   # corrections are of order q

    # wave in which each atom follows the uniform local strain
    u = np.exp(1j * q * np.array([0, x1]) / a)
    energy = (u.conj() @ bloch_matrix(2, springs, q) @ u).real
    v_forced = np.sqrt(energy / M) * a / q
    assert close(v_forced, v * np.sqrt(clamp_factor(k1, k2, x1, a)), 1e-6)

    # finite chain pulled at its ends: force and internal displacement
    n_cells = 20
    kk = np.tile([k1, k2], n_cells)
    pull = n_cells * a * strain
    inner = np.diag(kk[:-1] + kk[1:]) - np.diag(kk[1:-1], 1) - np.diag(kk[1:-1], -1)
    load = np.zeros(2 * n_cells - 1)
    load[-1] = kk[-1] * pull
    disp = np.concatenate([[0], np.linalg.solve(inner, load), [pull]])
    force = kk[-1] * (disp[-1] - disp[-2])
    assert close(force / strain, a * k1 * k2 / S, 1e-8)
    w_chain = disp[21] - disp[20] - x1 * strain
    assert abs(w_chain - (k2 * x2 - k1 * x1) * strain / S) < 1e-8 * a * strain

    # clamped minus relaxed stiffness set by the zone-centre optical mode
    clamped, relaxed = static_stiffness([0, x1], springs, a)
    optical2 = eigh(bloch_matrix(2, springs, 0.0), masses, eigvals_only=True)[1]
    gain = (k1 * x1 - k2 * x2)**2 / (ma * mb / M * optical2)
    assert abs(clamped - relaxed - gain) < 1e-9 * clamped
    assert close(relaxed / M, v**2, 1e-9)

    # no clamping error when K1 d1 = K2 d2
    free, bound = static_stiffness([0, a * k2 / S], springs, a)
    assert close(free, bound, 1e-9)

# ---------------- worked example ------------------------------------------------
S, M = K1 + K2, m1 + m2
mu = m1 * m2 / M
Kr = K1 * K2 / S
V = a * A
springs = [(0, 1, 0, K1), (1, 0, 1, K2)]
C = a * Kr / A
C_cl = (K1 * d1**2 + K2 * d2**2) / V
v = velocity(K1, K2, m1, m2, a)
v_cl = np.sqrt(C_cl * V / M)
error = C_cl / C - 1
assert close(1 + error, clamp_factor(K1, K2, d1, a), 1e-12)
force = a * Kr * strain
w = (K2 * d2 - K1 * d1) * strain / S
f_opt = np.sqrt(S / mu) / (2 * np.pi)
equal = clamp_factor(K1, K2, a / 2, a)
assert close(equal, S**2 / (4 * K1 * K2), 1e-12)

# ---------------- neglected effects ---------------------------------------------
# springs between neighbouring Hf planes
K3 = 20.0
springs3 = springs + [(0, 0, 1, K3)]
q = 1e-2
w2 = eigh(bloch_matrix(2, springs3, q), np.diag([m1, m2]), eigvals_only=True)[0]
v3 = a * np.sqrt((Kr + K3) / M)
assert close(np.sqrt(w2) * a / q, v3, 1e-4)
cl3, re3 = static_stiffness([0, d1], springs3, a)

# macroscopic field at fixed electric displacement
Z, eps_inf = 5.0, 4.5
k_dip = (Z * elementary_charge)**2 / (epsilon_0 * eps_inf * V)
cl_D, re_D = static_stiffness([0, d1], springs, a, k_dip)
piezo = Z * elementary_charge * (w / strain) / V
eps_static = eps_inf + (Z * elementary_charge)**2 / (epsilon_0 * V * S)
assert close(re_D / V, C + piezo**2 / (epsilon_0 * eps_static), 1e-9)

# only half of the oxygens off-centre, total relaxed stiffness kept
half = [(0, 1, 0, K1 / 2), (1, 0, 1, K2 / 2), (0, 2, 0, Kr), (2, 0, 1, Kr)]
cl_h, re_h = static_stiffness([0, d1, a / 2], half, a)
assert close(re_h / V, C, 1e-9)
assert close(cl_h / re_h - 1, error / 2, 1e-8)

# softening, with Grueneisen parameter gamma = -d ln(omega)/d ln(volume)
gamma, alpha, T = 2.0, 6e-6, 300.0
soft_strain = 2 * gamma * strain
soft_heat = 2 * gamma * 3 * alpha * T

# lowest thickness resonance, half a wavelength across the film
q_film = np.pi * a / thickness
w_film = np.sqrt(eigh(bloch_matrix(2, springs, q_film), np.diag([m1, m2]),
                      eigvals_only=True)[0])
loss = 1 - w_film * a / (q_film * v)
assert close(loss, dispersion_loss(K1, K2, m1, m2, q_film), 1e-2)

# ---------------- output --------------------------------------------------------
print("INPUTS (rough, hafnia regime)")
print(f"period a = {a/nm:.3f} nm, area A = {A/nm**2:.3f} nm^2")
print(f"spacings d1 = {d1/nm:.3f} nm, d2 = {d2/nm:.3f} nm")
print(f"springs K1 = {K1:.0f} N/m, K2 = {K2:.0f} N/m")
print(f"masses Hf = {m1/atomic_mass:.2f} u, O2 = {m2/atomic_mass:.3f} u")
print(f"total mass M = {M/atomic_mass:.3f} u = {M:.4e} kg")
print(f"strain = {100*strain:.2f} %, film thickness = {thickness/nm:.0f} nm")
print("RESULTS")
print(f"harmonic mean = {2*Kr:.1f} N/m, arithmetic mean = {S/2:.1f} N/m")
print(f"series stiffness K1 K2/(K1+K2) = {Kr:.1f} N/m")
print(f"density = {M/V:.0f} kg/m^3")
print(f"relaxed modulus C = {C/1e9:.1f} GPa")
print(f"clamped modulus C_cl = {C_cl/1e9:.1f} GPa")
print(f"sound velocity v = {v:.0f} m/s = {v/1e3:.3f} km/s")
print(f"clamped velocity v_cl = {v_cl:.0f} m/s")
print(f"clamping error: modulus {100*error:.2f} %, velocity {100*(v_cl/v-1):.2f} %")
print(f"force per chain at the strain = {force*1e12:.1f} pN")
print(f"stress: relaxed {C*strain/1e9:.4f} GPa, clamped {C_cl*strain/1e9:.4f} GPa")
print(f"true extensions: {force/K1*1e12:.4f} pm (K1), {force/K2*1e12:.4f} pm (K2)")
print(f"uniform extensions: {d1*strain*1e12:.4f} pm (K1), {d2*strain*1e12:.4f} pm (K2)")
print(f"internal displacement w = {w*1e12:.4f} pm")
print(f"reduced mass = {mu/atomic_mass:.3f} u")
print(f"optical frequency = {f_opt/1e12:.2f} THz = {f_opt/light_speed/100:.0f} cm^-1")
print(f"zero-error spacing d1 = {a*K2/S/nm:.4f} nm")
print(f"equal spacings, same springs: modulus error {100*(equal-1):.2f} %, "
      f"velocity error {100*(np.sqrt(equal)-1):.2f} %")
print("EQUAL SPACINGS: spring ratio, modulus error, velocity error")
for r in (1, 2, 4, 10):
    factor = clamp_factor(r, 1.0, 0.5, 1.0)
    print(f"ratio {r:2d}: {100*(factor-1):.1f} %, {100*(np.sqrt(factor)-1):.1f} %")
print("NEGLECTED EFFECTS")
print(f"Hf-Hf spring {K3:.0f} N/m: velocity {100*(v3/v-1):+.2f} %, "
      f"modulus clamping error becomes {100*(cl3/re3-1):.2f} %")
print(f"field inputs: effective charge {Z:.1f} e, electronic permittivity {eps_inf:.1f}")
print(f"field stiffness on w = {k_dip:.0f} N/m, against K1+K2 = {S:.0f} N/m")
print(f"fixed displacement field: modulus {100*(re_D/V/C-1):+.2f} %, "
      f"modulus clamping error becomes {100*(cl_D/re_D-1):.2f} %")
print(f"half the oxygens centred: modulus clamping error {100*(cl_h/re_h-1):.2f} %")
print(f"softening inputs: Grueneisen {gamma:.1f}, expansion {alpha:.1e} /K, T = {T:.0f} K")
print(f"spring softening: by strain {100*soft_strain:.2f} %, by heat {100*soft_heat:.2f} %")
print(f"film resonance = {w_film/(2*np.pi)/1e12:.4f} THz, phase per cell q = {q_film:.4f}")
print(f"velocity loss by dispersion at the resonance = {100*loss:.4f} %")
print("done: every assertion held")
```

Running it gives:

```
INPUTS (rough, hafnia regime)
period a = 0.250 nm, area A = 0.130 nm^2
spacings d1 = 0.110 nm, d2 = 0.140 nm
springs K1 = 600 N/m, K2 = 300 N/m
masses Hf = 178.49 u, O2 = 31.998 u
total mass M = 210.488 u = 3.4952e-25 kg
strain = 0.10 %, film thickness = 10 nm
RESULTS
harmonic mean = 400.0 N/m, arithmetic mean = 450.0 N/m
series stiffness K1 K2/(K1+K2) = 200.0 N/m
density = 10755 kg/m^3
relaxed modulus C = 384.6 GPa
clamped modulus C_cl = 404.3 GPa
sound velocity v = 5980 m/s = 5.980 km/s
clamped velocity v_cl = 6131 m/s
clamping error: modulus 5.12 %, velocity 2.53 %
force per chain at the strain = 50.0 pN
stress: relaxed 0.3846 GPa, clamped 0.4043 GPa
true extensions: 0.0833 pm (K1), 0.1667 pm (K2)
uniform extensions: 0.1100 pm (K1), 0.1400 pm (K2)
internal displacement w = -0.0267 pm
reduced mass = 27.134 u
optical frequency = 22.49 THz = 750 cm^-1
zero-error spacing d1 = 0.0833 nm
equal spacings, same springs: modulus error 12.50 %, velocity error 6.07 %
EQUAL SPACINGS: spring ratio, modulus error, velocity error
ratio  1: 0.0 %, 0.0 %
ratio  2: 12.5 %, 6.1 %
ratio  4: 56.2 %, 25.0 %
ratio 10: 202.5 %, 73.9 %
NEGLECTED EFFECTS
Hf-Hf spring 20 N/m: velocity +4.88 %, modulus clamping error becomes 4.65 %
field inputs: effective charge 5.0 e, electronic permittivity 4.5
field stiffness on w = 496 N/m, against K1+K2 = 900 N/m
fixed displacement field: modulus +1.82 %, modulus clamping error becomes 3.24 %
half the oxygens centred: modulus clamping error 2.56 %
softening inputs: Grueneisen 2.0, expansion 6.0e-06 /K, T = 300 K
spring softening: by strain 0.40 %, by heat 2.16 %
film resonance = 0.2990 THz, phase per cell q = 0.0785
velocity loss by dispersion at the resonance = 0.0169 %
done: every assertion held
```
